# Short-range Coulomb exchange energy of the relativistic electron gas, part 2

An unpolarised uniform electron gas of density $n=k_F^3/3\pi^2$ repels through $\mathrm{erfc}(\mu r)/r$. Its exchange energy per electron $\varepsilon_x$ is expanded in $1/c^2$, in Hartree atomic units. The state is a determinant of $N$ positive-energy Dirac plane waves in volume $V$, with spinors $u_{\mathbf ks}$ and $k\le k_F$; current-current and vacuum terms are neglected. The spinors at $\mathbf k$ have projector $\Lambda_{\mathbf k}=\frac12[1+(\boldsymbol\alpha\cdot\mathbf k/c+\beta_D)/e]$, with Dirac matrices $\boldsymbol\alpha,\beta_D$ and $e=\sqrt{1+k^2/c^2}$.

With $\beta=k_F/c$, $z=\beta^2$, $m=\mu/k_F$, $\eta=\sqrt{1+\beta^2}$, $E=e^{-1/m^2}$, $R=\sqrt\pi\,\mathrm{erf}(1/m)$:
$$\varepsilon_x = -\frac{3k_F}{4\pi}F(m,\beta),\qquad F = \sum_{j\ge0}F_j(m)\,\beta^{2j},\tag{1}$$
$$F_0 = 1-\tfrac43 m\left[R-\tfrac32m+\tfrac12m^3+\left(m-\tfrac12m^3\right)E\right],\tag{2}$$
$$F_1 = -\tfrac19+\tfrac23m^3\left[R-3m+2m^3+\left(m-2m^3\right)E\right],\tag{3}$$
$$F_2 = \tfrac{13}{180}-m^3\Big[\left(\tfrac8{15}+3m^2\right)R-3m-\tfrac{16}3m^3+\tfrac{18}5m^5+\left(\tfrac8{15}m+\tfrac{26}{15}m^3-\tfrac{18}5m^5\right)E\Big].\tag{4}$$
$$|F_j(m)|\le\frac{F_0(m)}{(1-r)\,r^j}\qquad\text{for every }0<r<1 .\tag{12}$$

For momenta $\mathbf k_1,\mathbf k_2$ at angle $\vartheta$, with $\mathbf q=\mathbf k_1-\mathbf k_2$:
$$w(q) = \frac{4\pi}{q^2}\left(1-e^{-q^2/4\mu^2}\right).\tag{5}$$
$$\varepsilon_x = -\frac1{2n}\iint_{k_1,k_2\le k_F}\frac{d^3k_1\,d^3k_2}{(2\pi)^6}\,w(q)\,T,\qquad T = \sum_{s_1s_2}\left|u^\dagger_{\mathbf k_1s_1}u_{\mathbf k_2s_2}\right|^2 .\tag{6}$$
$$T = 1+\frac{1+\mathbf k_1\cdot\mathbf k_2/c^2}{e_1e_2},\qquad e_i = \sqrt{1+k_i^2/c^2}.\tag{7}$$
$$T = \frac{(e_1+e_2)^2-q^2/c^2}{2e_1e_2},\qquad T-2 = \frac{(e_1-e_2)^2-q^2/c^2}{2e_1e_2}.\tag{8}$$

With $\mathbf x_i=\mathbf k_i/k_F$, $y=q/k_F$, $a=y/2$, and the numbers $u=x_1^2$, $v=x_2^2=u-4a(s-a)$:
$$F = \int_0^1\!\!\int_0^1x_1^2x_2^2\,dx_1dx_2\int_{-1}^1d\cos\vartheta\;\frac{1-e^{-y^2/4m^2}}{y^2}\,T .\tag{9}$$
$$F = \int_0^2\left(1-e^{-y^2/4m^2}\right)g(y)\,dy,\qquad g(y) = \int_a^1ds\int_{s^2}^1du\;T,\tag{11}$$
Here $g\ge0$, $g(2)=0$, $g=\sum_jg_j\beta^{2j}$, $g_j=\sum_pg_{jp}y^p$:
$$g_0=\tfrac43-y+\tfrac1{12}y^3,\qquad g_1=-\tfrac14y^2g_0=-\tfrac13y^2+\tfrac14y^3-\tfrac1{48}y^5,$$
$$g_2=\tfrac4{15}y^2-\tfrac38y^3+\tfrac14y^4-\tfrac1{12}y^5+\tfrac3{640}y^7,$$
$$g_3=-\tfrac5{21}y^2+\tfrac12y^3-\tfrac35y^4+\tfrac{11}{24}y^5-\tfrac5{24}y^6+\tfrac3{64}y^7-\tfrac{41}{26880}y^9.$$
With $J_p=\int_0^2y^pe^{-y^2/4m^2}dy$, $J_0=mR$, $J_1=2m^2(1-E)$:
$$F_j = \sum_pg_{jp}\left[\frac{2^{p+1}}{p+1}-J_p\right].\tag{15}$$
$$J_p = 2m^2\left[(p-1)J_{p-2}-2^{p-1}E\right].\tag{16}$$

At $\mu=0$, $F=\Phi(\beta)=W(\alpha)/\beta^4-\beta^2P^2$, with $\alpha=\operatorname{asinh}\beta$, $S=\beta$, $C=\eta$, $P=\int_0^1x^2dx/\sqrt{1+\beta^2x^2}$. Also $b_k=\binom{-1/2}k$.
$$P = \frac{\beta\eta-\operatorname{asinh}\beta}{2\beta^3},\qquad\beta^6P^2 = \tfrac14(SC-\alpha)^2 .\tag{17}$$
$$\frac{dW}{d\alpha} = \alpha\left(\tfrac13S^2+\tfrac83S^2C^2\right)+\tfrac73S^3C-\tfrac83SC^3\ln C .\tag{18}$$
$$\Phi = \frac56+\frac1{3\beta^2}+\frac{2\eta}{3\beta}\operatorname{asinh}\beta-\frac{2\eta^4}{3\beta^4}\ln\eta-\frac12\left(\frac\eta\beta-\frac{\operatorname{asinh}\beta}{\beta^2}\right)^2 .\tag{19}$$

**Taylor coefficients.** Let $A = \operatorname{asinh}\beta/\beta = \int_0^1(1+zx^2)^{-1/2}dx = \sum b_kz^k/(2k+1) = 1-\frac16z+\frac3{40}z^2-\dots$ and $\eta = 1+\frac12z-\frac18z^2+\dots$. Then (19) reads $\Phi = \frac56+\frac1{3z}+\frac23\eta A-\frac{(1+z)^2\ln(1+z)}{3z^2}-\frac{(\eta-A)^2}{2z}$. The pieces are $\eta A = 1+\frac13z-\frac2{15}z^2$; $(1+z)^2\ln(1+z) = z+\frac32z^2+\frac13z^3-\frac1{12}z^4$; and $\eta-A = \frac23z-\frac15z^2$, whose square over $2z$ is $\frac29z-\frac2{15}z^2$, all to the order shown. The $1/z$ terms cancel. Order $z^0$ gives $\frac56+\frac23-\frac12 = 1$; order $z$ gives $\frac29-\frac19-\frac29 = -\frac19$; order $z^2$ gives $-\frac4{45}+\frac1{36}+\frac2{15} = \frac{13}{180}$. These are the values of (2) to (4) at $m = 0$. The next coefficient is $-163/3150$ by both routes.

**Radius of convergence.** Approach $z = -1$ along $\beta = i\gamma$, where $\eta = \sqrt{1-\gamma^2}$ is small and $A = \arcsin\gamma/\gamma = \frac\pi2-\eta+O(\eta^2)$. The term $\frac23\eta A$ contributes $\frac\pi3\eta$; the term $-(\eta-A)^2/2z\to\frac12(2\eta-\frac\pi2)^2$ contributes $-\pi\eta$; the other terms have no part linear in $\eta$. So $\Phi$ contains $-\frac{2\pi}3\sqrt{1+z}$, a branch point at $z = -1$, and the radius of convergence at $\mu = 0$ is exactly one. The function itself is harmless for real $\beta$: as $\beta\to\infty$, $\operatorname{asinh}\beta\to\ln2\beta$ and $\ln\eta\to\ln\beta$, so $\Phi\to\frac56-\frac12+\frac23\ln2 = \frac13+\frac23\ln2$.

### 6.2 Approach to the limit

From (11), $F = \Phi-\int_0^2e^{-y^2/4m^2}g(y)\,dy$. For small $m$ the Gaussian samples $g$ near $y = 0$ only. In the second form of (8), $e_1-e_2 = \beta^2(u-v)/(e_1+e_2)$ and $u-v = 2y(s-a)$, so
$$T-2 = y^2\tau,\qquad\tau = \frac1{2e_1e_2}\left[\frac{4\beta^4(s-a)^2}{(e_1+e_2)^2}-\beta^2\right],$$
with $\tau$ smooth in $y$ for every real $\beta$. Hence $g = g_0+hy^2+O(y^3) = \frac43-y+hy^2+O(y^3)$, where $h$ is the integral of $\tau$ at $y = 0$. There $a = 0$, $e_1 = e_2 = e$ and $\tau = \beta^4s^2/2e^4-\beta^2/2e^2$. Exchanging the order, $\int_0^1ds\int_{s^2}^1du = \int_0^1du\int_0^{\sqrt u}ds$, and putting $u = x^2$, $du = 2x\,dx$,
$$h = \int_0^1\left[\frac{\beta^4x^4}{3(1+\beta^2x^2)^2}-\frac{\beta^2x^2}{1+\beta^2x^2}\right]dx .$$
Let $B = \int_0^1dx/(1+\beta^2x^2) = \arctan\beta/\beta$. The second integral is $1-B$. In the first, $\beta^4x^4/e^4 = 1-2/e^2+1/e^4$, and $\frac d{dx}(x/e^2) = 2/e^4-1/e^2$ gives $\int_0^1dx/e^4 = \frac12(B+1/\eta^2)$. So $h = \frac13[1-\frac32B+\frac1{2\eta^2}]-1+B$, or
$$h = -\frac23+\frac{\arctan\beta}{2\beta}+\frac1{6\eta^2} = -\frac13\beta^2+\frac4{15}\beta^4-\frac5{21}\beta^6+\dots\tag{20}$$
The coefficients are the $y^2$ coefficients of $g_1$, $g_2$, $g_3$, as they must be.

For small $m$, $E$ and $\sqrt\pi-R$ are exponentially small, so $J_0\to\sqrt\pi m$, $J_1\to2m^2$, $J_2\to2\sqrt\pi m^3$. The remainder of $g$ is bounded by $Ky^3$ on $[0,2]$ for some constant $K(\beta)$, and contributes at most $KJ_3\le8Km^4$. Thus, for every real $\beta$,
$$F = \Phi-\tfrac43\sqrt\pi\,m+2m^2-2\sqrt\pi\,h\,m^3+O(m^4),\tag{21}$$
and multiplying by $-3k_F/4\pi$ with $m = \mu/k_F$,
$$\varepsilon_x = \varepsilon_x^C+\frac\mu{\sqrt\pi}-\frac{3\mu^2}{2\pi k_F}+\frac{3h\mu^3}{2\sqrt\pi k_F^2}+O(\mu^4),\qquad\varepsilon_x^C = -\frac{3k_F}{4\pi}\Phi .\tag{22}$$
The closed forms agree: setting $E = 0$, $R = \sqrt\pi$ in (3) and (4) gives leading terms $\frac23\sqrt\pi m^3$ and $-\frac8{15}\sqrt\pi m^3$, which are $-2\sqrt\pi$ times $-\frac13$ and $\frac4{15}$.

The term $\mu/\sqrt\pi$ carries no $c$. The removed interaction $\mathrm{erf}(\mu r)/r$ is the constant $2\mu/\sqrt\pi$ over the exchange hole when $\mu$ is small, the hole of any determinant holds exactly one electron, and half the product is $\mu/\sqrt\pi$. The $\mu^2$ term cannot come from a Taylor expansion of $\mathrm{erf}(\mu r)/r$, which has odd powers of $\mu$ only. It comes from the term $-y$ in $g$, which is non-analytic in the vector $\mathbf q$ and reflects the sharp Fermi surface. That term is a geometric property of the overlap of two displaced spheres, weighted with $T = 2$, so it too is free of $c$. The long-range part of the interaction transfers small momenta, for which the two spinors are nearly parallel, and relativity first appears in it at order $\mu^3$.

## 7. The limit $\mu\to\infty$

Let $t = y^2/4m^2\le1/m^2$. For $t\ge0$, $t(1-t/2)\le1-e^{-t}\le t$. Because $g\ge0$,
$$F_\infty\left(1-\frac1{2m^2}\right)\le F\le F_\infty,\qquad F_\infty = \frac1{4m^2}\int_0^2y^2g\,dy .\tag{23}$$
In the form (9) the replacement $1-e^{-t}\to t$ turns the kernel into the constant $1/4m^2$. The angular integral of (7) then removes $\mathbf x_1\cdot\mathbf x_2$, because $\int_{-1}^1\cos\vartheta\,d\cos\vartheta = 0$, and leaves $2(1+1/e_1e_2)$. The radial integrals factorise into $(\frac13)^2$ and $P^2$:
$$F_\infty = \frac1{4m^2}\,2\left(\frac19+P^2\right) = \frac{1+9P^2}{18\,m^2}.$$
With $-\frac{3k_F}{4\pi}\cdot\frac{k_F^2}{18\mu^2} = -\frac{k_F^3}{24\pi\mu^2}$ and $k_F^3 = 3\pi^2n$,
$$\varepsilon_x\to-\frac{\pi n}{8\mu^2}\left(1+9P^2\right).\tag{24}$$

The same result follows in position space. At large $\mu$ the interaction acts as $(\pi/\mu^2)\delta(\mathbf r)$, and the exchange energy per volume is $-\frac12(\pi/\mu^2)\mathrm{Tr}\,\gamma^2$, where $\gamma = V^{-1}\sum_{\mathbf k}\Lambda_{\mathbf k}$ is the $4\times4$ density matrix at coincident points. There are $N/2$ occupied $\mathbf k$ values, the term $\boldsymbol\alpha\cdot\mathbf k$ averages to zero, and the average of $1/e$ over the Fermi sphere is $3\int_0^1x^2dx/e = 3P$. So $\gamma = \frac n4(1+3P\beta_D)$, $\mathrm{Tr}\,\gamma^2 = \frac{n^2}4(1+9P^2)$, and division by $n$ gives (24). For $c\to\infty$, $3P = 1$ and $\varepsilon_x\to-\pi n/4\mu^2$: the density is shared between two spinor components and the on-top hole removes half of it. For $\beta\to\infty$, $P\to0$ and the energy is halved: the density is shared equally among four components and the on-top hole removes a quarter.

**Order by order.** From $3P = 3\sum b_kz^k/(2k+3) = 1-\frac3{10}z+\frac9{56}z^2-\dots$ one gets $9P^2 = 1-\frac35z+(\frac9{100}+\frac9{28})z^2 = 1-\frac35z+\frac{72}{175}z^2$, so
$$m^2F_\infty = \tfrac19-\tfrac1{30}\beta^2+\tfrac4{175}\beta^4-\tfrac{16}{945}\beta^6+\dots,$$
the last coefficient being obtained in exact arithmetic in the numerical check. The polynomials give the same numbers through $\frac14\int_0^2y^2g_j\,dy$. For $j = 0$, $\frac14[\frac{32}9-4+\frac89] = \frac19$. For $j = 1$, $\frac14[-\frac{32}{15}+\frac83-\frac23] = -\frac1{30}$. For $j = 2$, $\frac14[\frac{128}{75}-4+\frac{32}7-\frac83+\frac{12}{25}] = \frac14\cdot\frac{48}{525} = \frac4{175}$. Near $z = -1$, $P = (\eta-A)/2z\to\frac\pi4-\eta$, so $P^2$ has the same square-root branch point and this series too has radius one. For intermediate $m$ the bound (12) proves a radius of at least one, and the rapidly growing partial sums in Section 9 indicate, without proving it, that the series diverges at $\beta = 2$.

**Why the correction grows with $\mu$.** Because $g_1 = -\frac14y^2g_0$, the ratio $F_1/F_0$ equals $-\frac14\langle y^2\rangle$, the average being taken with the positive weight $(1-e^{-y^2/4m^2})g_0$. The Coulomb kernel $1/q^2$ favours close momenta and gives $\langle y^2\rangle = \frac49$. The contact kernel weights all pairs in the Fermi sphere equally and gives $\langle|\mathbf x_1-\mathbf x_2|^2\rangle = 2\cdot\frac35 = \frac65$. The relative first-order correction therefore goes from $-\frac19\beta^2$ to $-\frac3{10}\beta^2$, a factor $2.7$, and no $\mu$-independent relativistic factor can describe both ends.

## 8. Notes for implementation

**Cancellation at large $m$.** In (4) single terms are of order $m^8$ while the sum is of order $m^{-2}$. In general the expanded $F_j$ has terms up to $m^{2j+4}$, so about $(2j+6)\log_{10}m$ decimal digits are lost, and more through the numerical coefficients. The cure is to integrate the Taylor series of $1-e^{-y^2/4m^2}$ term by term, which is allowed because it converges uniformly on $[0,2]$:
$$\frac{2^{p+1}}{p+1}-J_p = 2^{p+1}\sum_{k\ge1}\frac{(-1)^{k+1}}{k!\,(p+2k+1)\,m^{2k}} .\tag{25}$$
For $m\ge1$ the terms decrease from the first and fall like $1/k!$. For smaller $m$ they may grow at first, but the series still converges. In double precision, use (25) in (15) for $m$ above about $0.6$ and the closed forms below. The switch matters most at high order: at $m = 0.9$ the closed form of $F_{10}$, which a $[5/5]$ Padé approximant needs, keeps only about three correct digits, while (25) keeps seven. As an instance, the $k = 2$ term of $F_0$ is $-\frac1{32m^4}\int_0^2y^4g_0\,dy = -\frac1{32m^4}[\frac{128}{15}-\frac{32}3+\frac83] = -\frac1{60m^4}$, a relative correction $-3/20m^2$ to $1/9m^2$. The closed forms (17), (19) and (20) cancel in the same way at small $\beta$, where their Taylor series should be used.

**Potential.** In the local-density approximation $v_x = d(n\varepsilon_x)/dn$ at fixed $\mu$. Since $k_F\propto n^{1/3}$, $n\,d/dn = \frac13k_F\,d/dk_F$, with $m\propto k_F^{-1}$ and $\beta^{2j}\propto k_F^{2j}$. The factor $n$ gives 1, the prefactor $k_F$ gives $\frac13$, and
$$v_x = -\frac{3k_F}{4\pi}\sum_j\beta^{2j}\left[\frac{4+2j}3F_j-\frac m3\frac{dF_j}{dm}\right].$$
Writing $J_p = m^{p+1}\int_0^{2/m}t^pe^{-t^2/4}dt$ and differentiating the prefactor and the limit gives $m\,dJ_p/dm = (p+1)J_p-2^{p+1}E$. The terms in $E$ sum to $2E\,g_j(2) = 0$, so $m\,dF_j/dm = -\sum_p(p+1)g_{jp}J_p$. For large $m$, differentiate (25) instead. The potential is not covered by the numerical check below.

**Densities with $k_F>c$.** They occur near heavy nuclei, and there the series diverges in both limits, while in the intermediate example of Section 9 its partial sums grow rapidly. A truncated series then grows like $\beta^{2J}$, while the true $F$ lies between $0$ and $F_0$ and tends to a constant, because $T\to1+\cos\vartheta$ as $\beta\to\infty$. A diagonal Padé approximant in $z = \beta^2$, a ratio of two polynomials of degree $L$ whose Taylor series matches $F_0,\dots,F_{2L}$, also tends to a constant and can place its poles on the negative axis where the branch cut lies. Its convergence is not proved here. An implementation should confirm that the denominator has no zero for $z>0$ over its range of $m$, and should compare with direct quadrature of (11), which holds at any $\beta$.

**Scope.** The result describes the unpolarised, current-free uniform gas. Near a nucleus the density varies over a length well below the local Fermi wavelength: for the $1s$ density of Section 9, $n/|\nabla n| = 1/2Z = 0.018$ bohr, while $2\pi/k_F = 0.084$ bohr. Slow variation therefore does not justify the local-density approximation there, and its error comes on top of the neglect of the current-current and vacuum terms.

## 9. Worked example

The chosen density is that of two electrons in a nonrelativistic hydrogenic $1s$ orbital at the nucleus, $n = 2Z^3/\pi$, with $Z = 28$. The other shells and relativity make the actual density at a nickel nucleus higher; the value serves only as an input. Then $\pi n = 2\cdot28^3 = 43904$, $n = 13975.08$ bohr$^{-3}$, $k_F = (3\pi^2n)^{1/3} = 74.51752$ bohr$^{-1}$, and
$$\beta = 74.51752/137.035999 = 0.543781,\qquad\beta^2 = 0.295697,\qquad\eta = 1.138287,\qquad\operatorname{asinh}\beta = 0.520024 .$$
The prefactor is $-3k_F/4\pi = -17.789748$ hartree. Equation (19) gives $\Phi = 0.97236605$, so $\varepsilon_x^C = -17.789748\times0.97236605 = -17.298147$ hartree. Equation (20) gives $h = -0.08007933$ and (17) gives $3P = 0.92311598$, so $\frac12(1+9P^2) = \frac12(1+0.92311598^2) = 0.92607156$.

The coefficients at three chosen values of $\mu$ are:

| $\mu$ (bohr$^{-1}$) | $m$ | $F_0$ | $F_1$ | $F_2$ |
|---|---|---|---|---|
| 0.4 | 0.005368 | 0.98737190 | −0.11111093 | 0.07222208 |
| 40 | 0.536787 | 0.25281676 | −0.06331037 | 0.04221487 |
| 400 | 5.367865 | 0.00383618 | −0.00114829 | 0.00078709 |

**Intermediate range, $\mu = 40$.** The first-order term is $-0.0633104\times0.295697 = -0.0187207$, which takes the sum from $0.2528168$ to $0.2340960$. The second-order term is $0.0422149\times0.295697^2 = 0.0036911$ and gives $0.2377872$. With $F_3 = -0.0306714$ the third-order sum is $0.2369942$. The sum through $j = 10$ is $0.237140074$, and quadrature with the exact $T$ gives $0.237140065$. The partial sums shown lie alternately above and below the exact value. The energies are $-17.789748\times0.237140065 = -4.2186620$ hartree exactly, $-4.2301741$ through $c^{-4}$, and $-4.4975464$ without relativity. The ratio $F_1/F_0 = -0.0633104/0.2528168 = -0.250$ lies between $-\frac19$ and $-\frac3{10}$ and has covered about three quarters of the way to the contact value, although $\mu$ is only about half of $k_F$.

**Small $\mu$, $\mu = 0.4$.** Here $F_1$ and $F_2$ differ from $-\frac19$ and $\frac{13}{180}$ only in the seventh decimal, while $F_0$ has dropped by more than one per cent, as (21) requires. Equation (22) gives $-17.298147+0.225676-0.001025 = -17.073496$ hartree from three rounded terms; the $\mu^3$ term is below $10^{-6}$ hartree in size, and the complete formula evaluates to $-17.0734971$ hartree, equal to the exact value in all printed digits. The ratio $F/F_0 = 0.972013$ is slightly below $\Phi$ because the same nonrelativistic amount is subtracted from numerator and denominator. For $\mu$ of valence size and core densities, the full-range relativistic correction may simply be added to the nonrelativistic short-range energy.

**Large $\mu$, $\mu = 400$.** Equation (24) gives $-\frac{43904}{4\times400^2}\times0.92607156 = -0.0686\times0.92607156 = -0.0635285$ hartree. The exact value is $-0.0632103$ hartree, and the ratio is $0.99499$. The deficit of $0.0050$ respects the bound $1/2m^2\approx0.017$ of (23) and is close to the nonrelativistic estimate $3/20m^2\approx0.0052$. The ratio $F/F_0 = 0.926231$ is within $0.0002$ of its limit $0.926072$.

| $\mu$ (bohr$^{-1}$) | exact | through $c^{-4}$ | nonrelativistic |
|---|---|---|---|
| 0.4 | −17.0734971 | −17.0929515 | −17.5650974 |
| 40 | −4.2186620 | −4.2301741 | −4.4975464 |
| 400 | −0.0632103 | −0.0634285 | −0.0682446 |

Energies are in hartree per electron. Truncation after $c^{-4}$ overshoots by $0.019$, $0.012$ and $0.0002$ hartree, or $0.11\,\%$, $0.27\,\%$ and $0.35\,\%$ of the exact energies. At $\mu = 0.4$ and $40$, three terms are thus not enough for millihartree accuracy even at $\beta\approx0.54$, since the second- and third-order terms are each still about one fifth of the term before (at $\mu = 40$ the terms of orders one to three in $F$ are $-0.0187$, $0.0037$ and $-0.0008$).

**Outside the radius.** For the chosen values $\beta = 2$, $m = 0.5$ the partial sums through $j = 2$, $6$ and $10$ are $0.7276$, $52.0546$ and $7401.6214$, while the exact value is $0.1980545$. The $[5/5]$ Padé approximant, built from the same eleven coefficients as the last sum, gives $0.1980553$.

## 10. What the numerical check tests

The numerical check compares the main steps with independent evaluations; the bound (12), the series (25) and the potential are not tested. The spin sum in both forms (7) and (8) is compared with overlaps of eigenvectors obtained by diagonalising the Dirac matrix at random momenta. The transform (5) and the moments (16) are compared with quadrature. The lens form (11) is compared with the unscaled integral (6) in the variables $k_1,k_2,\cos\vartheta$, which tests the prefactor. The coefficients $F_0$ to $F_4$ are extracted from that same integral by a Cauchy contour in complex $\beta^2$ and compared with (15); the hand-derived (2) to (4) are compared symbolically with the machine-generated forms. Both limits are checked in exact rational arithmetic through order $\beta^{12}$, including the cancellation of all growing powers of $m$. Equation (18) is tested against quadrature and against the derivative of the closed form, and (19) against quadrature at $\beta = 0.5$ and $2$. Finally the order of the remainders is measured. Halving $m$ from $0.02$ to $0.01$ reduces the error of (21) by $16.03$ at $\beta = 0.5$ and by $16.29$ at $\beta = 2$, against $16$ for an $m^4$ remainder, the excess being the $m^5$ term. Doubling $m$ from $20$ to $40$ reduces the error of $m^2F_\infty$ by $3.999$ at both values of $\beta$, against $4$ for a relative $1/m^2$ remainder.

## Table of computed values

```
F_j(m=0), j=0..3: ['1', '-1/9', '13/180', '-163/3150']
m^2 F_j (m->inf), j=0..3: ['1/9', '-1/30', '4/175', '-16/945']
h_j, j=0..3: ['0', '-1/3', '4/15', '-5/21']
g3(y) = -41*y**9/26880 + 3*y**7/64 - 5*y**6/24 + 11*y**5/24 - 3*y**4/5 + y**3/2 - 5*y**2/21
beta=0.5: error ratio small-mu 16.03 (16), large-mu 3.999 (4)
beta=2.0: error ratio small-mu 16.29 (16), large-mu 3.999 (4)
c = 137.035999 a.u., Z = 28, n = 13975.08 bohr^-3, kF = 74.51752 bohr^-1
beta = 0.543781, beta^2 = 0.295697, eta = 1.138287, asinh(beta) = 0.520024
-3kF/4pi = -17.789748 hartree, Phi = 0.97236605, eps^C(mu=0) = -17.298147 hartree
h = -0.08007933, 3P = 0.92311598, (1+9P^2)/2 = 0.92607156
--- mu = 0.4 bohr^-1, m = 0.005368
F0,F1,F2,F3 = 9.87371903e-01 -1.11110930e-01 7.22220785e-02 -5.17459045e-02
sums to j=0,1,2,3,10 = 9.87371903e-01 9.54516693e-01 9.60831570e-01 9.59493687e-01 9.59738012e-01
exact F = 9.59737997e-01, F/F0 = 0.972013
eps exact = -17.0734971, to c^-4 = -17.0929515, nonrel = -17.5650974 hartree
mu/sqrt(pi) = 0.225676, 3mu^2/(2pi kF) = 0.001025 hartree
small-mu formula eps = -17.0734971 hartree
--- mu = 40.0 bohr^-1, m = 0.536787
F0,F1,F2,F3 = 2.52816755e-01 -6.33103686e-02 4.22148677e-02 -3.06714069e-02
sums to j=0,1,2,3,10 = 2.52816755e-01 2.34096045e-01 2.37787184e-01 2.36994179e-01 2.37140074e-01
exact F = 2.37140065e-01, F/F0 = 0.937992
eps exact = -4.2186620, to c^-4 = -4.2301741, nonrel = -4.4975464 hartree
--- mu = 400.0 bohr^-1, m = 5.367865
F0,F1,F2,F3 = 3.83617824e-03 -1.14829410e-03 7.87091041e-04 -5.82867698e-04
sums to j=0,1,2,3,10 = 3.83617824e-03 3.49663069e-03 3.56545152e-03 3.55038155e-03 3.55318707e-03
exact F = 3.55318688e-03, F/F0 = 0.926231
eps exact = -0.0632103, to c^-4 = -0.0634285, nonrel = -0.0682446 hartree
contact-limit eps = -0.0635285 hartree, exact/limit = 0.99499
--- beta = 2, m = 0.5: sums to j=2,6,10 = 0.7276 52.0546 7401.6214
[5/5] Pade F = 0.1980553, exact F = 0.1980545
```
